# Depletion width of a metal contact on heavily doped silicon

**Question.** A flat metal contact covers n-type silicon at 300 K. The ionized donor density is \(N=1.0\times10^{20}\ \mathrm{cm^{-3}}\), uniform up to the metal. At zero applied voltage the silicon bands rise by 0.50 eV from the neutral bulk to the interface. This is the total band bending, not the barrier measured from the Fermi level.

Take the relative permittivity as 11.7, the band gap as 1.12 eV, and the longitudinal and transverse electron masses as 0.92 and 0.19 electron masses. These are rough typical values for silicon. Let \(x\) be the depth from the metal, \(q>0\) the elementary charge and \(\epsilon\) the permittivity of silicon. Let \(u(x)\) be the upward bending of the electron bands in volts, so that \(u=0\) in the bulk and \(u(0)=\phi=0.50\ \mathrm V\).

### Part (a)

State the depletion approximation and derive the width \(W\) of the depleted layer.

**Answer.** The approximation replaces the true charge density by a box. For \(0<x<W\) there are no mobile carriers and the charge density is \(+qN\); for \(x>W\) the silicon is neutral. The compensating negative charge sits on the metal surface.

Let \(V\) be the electrostatic potential relative to the bulk. An electron has energy \(-qV\), so the upward bending is \(u=-V\). Poisson's equation \(V''=-\rho/\epsilon\) therefore becomes

\[
u''=\frac{qN}{\epsilon}\qquad(0<x<W).
\]

The bulk is free of field, and there is no sheet of charge at \(x=W\), so both \(u\) and \(u'\) are continuous there:

\[
u(W)=0,\qquad u'(W)=0 .
\]

Integrating from \(x\) to \(W\) gives \(u'(W)-u'(x)=(qN/\epsilon)(W-x)\), hence

\[
u'(x)=-\frac{qN}{\epsilon}(W-x).
\]

The slope is negative because the bands fall away from the metal. A second integration, with \(u(W)=0\), gives

\[
u(x)=\frac{qN}{2\epsilon}(W-x)^2 .
\]

Setting \(u(0)=\phi\) and solving for the positive root,

\[
\phi=\frac{qNW^2}{2\epsilon}
\quad\Longrightarrow\quad
W=\sqrt{\frac{2\epsilon\phi}{qN}} .
\]

The magnitude of the field is largest at the metal:

\[
F=|u'(0)|=\frac{qNW}{\epsilon}=\frac{2\phi}{W}.
\]

The factor 2 arises because the field falls linearly to zero, so its average over the layer is \(F/2\).

### Part (b)

Show that the width is near 2.5 nm. Find the peak field and the donor charge per area, and state how the width changes if the ionized doping is 100 times lower at the same bending.

**Answer.** In SI units \(N=1.0\times10^{26}\ \mathrm{m^{-3}}\) and \(\epsilon=1.0359\times10^{-10}\ \mathrm{F/m}\). Since \(2\phi=1.0\ \mathrm V\),

\[
W^2=\frac{1.0359\times10^{-10}\ \mathrm{C/m}}
{1.6022\times10^{7}\ \mathrm{C/m^3}}
=6.466\times10^{-18}\ \mathrm{m^2},
\]

\[
W=2.54\ \mathrm{nm}=2.54\times10^{-7}\ \mathrm{cm}.
\]

The peak field is \(F=1.0\ \mathrm V/(2.543\times10^{-9}\ \mathrm m)=3.93\ \mathrm{MV/cm}\). The depleted donors number \(NW=2.54\times10^{13}\ \mathrm{cm^{-2}}\), each with charge \(+q\).

At fixed bending \(W\propto N^{-1/2}\). A doping 100 times lower makes the layer 10 times wider, about 25 nm, and the peak field 10 times smaller.

### Part (c)

Electrons do not vanish abruptly at \(x=W\). Restore them with Fermi-Dirac statistics, taking their density at each depth from the local band edge. Derive the width \(W_Q\) of a box of density \(qN\) that holds the same total charge as the silicon, and examine its nondegenerate and strongly degenerate limits.

**Answer.** Let \(\eta=(E_F-E_C)/kT\) in the bulk, where \(E_F\) is the Fermi level and \(E_C\) the conduction-band edge. Define the normalized Fermi integrals

\[
F_j(\eta)=\frac{1}{\Gamma(j+1)}
\int_0^\infty\frac{z^j\,dz}{1+e^{z-\eta}} .
\]

For parabolic bands with effective density of states \(N_C\), the electron density is

\[
n(u)=N_C F_{1/2}\!\left(\eta-\frac{qu}{kT}\right),
\qquad N=N_CF_{1/2}(\eta).
\]

The second relation is bulk neutrality. Poisson's equation is now

\[
u''=\frac{q}{\epsilon}\,[N-n(u)].
\]

Multiply by \(u'\). The left side becomes \(\tfrac12\,d(u'^2)/dx\), and on the right \(u'\,dx=du\). Integrating from the bulk, where \(u=u'=0\), to the metal gives

\[
\frac{u'(0)^2}{2}=\frac{q}{\epsilon}
\left[N\phi-\int_0^\phi n(u)\,du\right].
\]

The remaining integral needs \(dF_{3/2}/d\eta=F_{1/2}\). This holds because the occupation factor depends on \(z-\eta\): its derivative with respect to \(\eta\) is minus its derivative with respect to \(z\). Integration by parts then lowers the power of \(z\) by one, and \(j/\Gamma(j+1)=1/\Gamma(j)\). Thus

\[
\int_0^\phi n\,du=\frac{kT}{q}N_C
\left[F_{3/2}(\eta)-F_{3/2}\!\left(\eta-\frac{q\phi}{kT}\right)\right].
\]

The second term belongs to the electrons at the metal interface. Here \(q\phi/kT\) is about 19 and \(\eta\) is 2.52, so this term is of order \(e^{-17}\) and can be dropped. Dividing by \(N\) defines

\[
\delta=\frac{kT}{q}\,\frac{F_{3/2}(\eta)}{F_{1/2}(\eta)},
\qquad
u'(0)^2=\frac{2qN}{\epsilon}(\phi-\delta).
\]

By Gauss's law the total silicon charge per area is \(\epsilon|u'(0)|\). Setting it equal to \(qNW_Q\),

\[
W_Q=\frac{\epsilon|u'(0)|}{qN}
=\sqrt{\frac{2\epsilon(\phi-\delta)}{qN}} .
\]

In the nondegenerate limit, \(\eta\ll-1\), both Fermi integrals tend to \(e^\eta\), so \(\delta\to kT/q\). In the strongly degenerate limit, \(\eta\gg1\), the occupation is nearly a step. Then \(F_j\to\eta^{j+1}/\Gamma(j+2)\), and since \(\Gamma(7/2)=\tfrac52\Gamma(5/2)\),

\[
\delta\to\frac{2}{5}\,\frac{E_F-E_C}{q}.
\]

Both limits keep the interface term dropped. This requires \(q\phi\gg kT\) and, in the degenerate case, a bending \(q\phi\) larger than \(E_F-E_C\), so that the band edge at the metal lies above the Fermi level. The depletion approximation gives the total charge well when \(\delta\ll\phi\).

### Part (d)

Evaluate the correction and say how sharp the edge of the layer is.

**Answer.** The masses and six conduction valleys give \(N_C=2.74\times10^{19}\ \mathrm{cm^{-3}}\). Neutrality then requires \(\eta=2.52\), so the bulk Fermi level lies 0.065 eV above the band edge. The silicon is degenerate, but not strongly: \(\delta=0.0415\ \mathrm V\), whereas the two limits would give 0.026 V each. Neither limiting form gives \(\delta\) accurately here, although the effect on the width is small because \(\delta\ll\phi\). The result is

\[
W_Q=2.543\ \mathrm{nm}\,
\sqrt{\frac{0.500-0.0415}{0.500}}
=2.435\ \mathrm{nm},
\]

which is 4.2% below \(W\), relative to \(W\). As a test, the nonlinear Poisson equation was solved numerically with \(u=0.50\ \mathrm V\) at the metal and \(u=0\) at a depth of 10 nm. Integrating its charge also gave 2.435 nm.

The edge itself is much less sharp than this agreement suggests. In the same solution the electron density reaches half the donor density at 2.30 nm, and at \(x=W\) it is already 64% of the donor density. The width is a good measure of total charge, not the position of an abrupt boundary.

At 400 K, with bending and ionized doping held fixed, \(\delta\) rises to 0.048 V and \(W_Q\) falls to 2.42 nm. Temperature is a small effect under these conditions.

### Part (e)

Donors are discrete atoms. For a square contact of side 20 nm, estimate the spread of \(W\) from one contact to another. Assume independently placed donors and no electric flux through the side walls.

**Answer.** Average the potential over the contact area \(A\). A donor at depth \(x_i\) then acts as a sheet of charge density \(q/A\). Its field, \(q/(\epsilon A)\), exists between the sheet and the metal, so it adds \(qx_i/(\epsilon A)\) to the bending. For a fixed depth \(W\), the mean total is

\[
\int_0^W\frac{qx}{\epsilon A}\,NA\,dx
=\frac{qNW^2}{2\epsilon}=\phi .
\]

The number of donors in a slice \(dx\) has mean and variance \(NA\,dx\), and different slices are independent. The variance of the bending is therefore

\[
\sigma_\phi^2=\int_0^W\left(\frac{qx}{\epsilon A}\right)^2NA\,dx
=\left(\frac{q}{\epsilon A}\right)^2\frac{NAW^3}{3}.
\]

Dividing its square root by the mean,

\[
\frac{\sigma_\phi}{\phi}
=\frac{\sqrt{NAW^3/3}}{NAW^2/2}
=\frac{2}{\sqrt{3NAW}} .
\]

In the contact it is the bending that is fixed, and the width that adjusts. Since \(\phi\propto W^2\), a small relative change in bending is compensated by half that relative change in width:

\[
\frac{\sigma_W}{W}=\frac{1}{\sqrt{3NAW}} .
\]

The layer contains \(NAW=101.7\) donors on average, so the spread is \(1/\sqrt{305}=5.7\%\), or about 0.15 nm. A test with 8000 random arrangements, taking the width as the depth at which the summed bending first reaches 0.50 V, gave 5.8%.

The length \(N^{-1/3}=2.15\ \mathrm{nm}\), which sets the scale of the donor spacing, is nearly the width itself. A cube of side \(W\) contains \(NW^3\approx1.6\) donors. The value 2.5 nm is thus an average over a large area, not a local depth below each point of the metal.

### Part (f)

Estimate the image-force lowering of the barrier. Then find the WKB probability that an electron at the Fermi level, moving normal to the contact, tunnels through the unlowered barrier.

**Answer.** An electron at depth \(x\) is attracted by its image in the metal, with energy \(-q^2/(16\pi\epsilon x)\). Near the metal the bending is approximately \(\phi-Fx\), so the barrier in volts is lowered by

\[
D(x)=Fx+\frac{q}{16\pi\epsilon x}.
\]

The barrier peak is where \(D\) is smallest. Setting \(D'=0\) gives \(x_m=\sqrt{q/(16\pi\epsilon F)}\), where the two terms are equal. Hence

\[
D(x_m)=2Fx_m=\sqrt{\frac{qF}{4\pi\epsilon}}=0.220\ \mathrm V .
\]

The full parabolic barrier gives a lowering of 0.214 eV, with its peak at 0.30 nm. Without the image force the barrier stands \(0.500-0.065=0.435\ \mathrm{eV}\) above the Fermi level, so the lowering removes about half of it. At a depth comparable with atomic distances, a continuum image force is a rough estimate. It changes the energy of a crossing electron, not the fixed donor charge used to find \(W\).

For tunnelling, write \(\zeta=E_F-E_C=0.065\ \mathrm{eV}\) in the bulk and \(s=1-x/W\). Relative to the Fermi level the barrier energy is \(q\phi s^2-\zeta\). It vanishes at \(s_0=\sqrt{\zeta/(q\phi)}=0.361\), so the barrier is \(W(1-s_0)=1.62\ \mathrm{nm}\) thick at this energy. With \(dx=-W\,ds\), the WKB action is

\[
S=\frac{W\sqrt{2mq\phi}}{\hbar}
\int_{s_0}^{1}\sqrt{s^2-s_0^2}\,ds .
\]

An antiderivative is \(\tfrac12[s\sqrt{s^2-s_0^2}-s_0^2\,\mathrm{arcosh}(s/s_0)]\), as differentiation confirms. It vanishes at \(s_0\), leaving

\[
S=\frac{W\sqrt{2mq\phi}}{2\hbar}
\left[\sqrt{1-s_0^2}-s_0^2\,\mathrm{arcosh}\frac1{s_0}\right].
\]

When the contact normal lies along a cube axis, the mass along it is 0.19 electron masses for four valleys and 0.92 for two. These are band-edge masses, used here up to 0.435 eV into the gap, where the true decay constant departs from the parabolic form. The light-mass valleys also lie at large crystal momentum parallel to the interface, which this one-dimensional model ignores. The actions are 1.43 and 3.15, and \(e^{-2S}\) gives 0.057 and 0.0018.

A numerical Schrödinger solution for the same barrier gave 0.068 and 0.0022. It used the same mass on both sides and a metal band bottom 5 eV below the Fermi level. The WKB values are about 17% below these, but the numerical prefactor depends on the assumed metal band, so the agreement should be trusted only to a factor of order one. Both calculations use the depletion barrier of part (a). The mobile electrons of part (c) make the barrier wider at the Fermi level, so the transmission is smaller than these values.

With the image force added to the depletion barrier, the rough estimate \(1/(1+e^{2S})\) gives about 0.1 and 0.01. The depleted layer is therefore not an insulating film: it has few mobile electrons, yet electrons cross it by tunnelling.

### Part (g)

The peak field exceeds the rough breakdown field of silicon, of order 1 MV/cm or less. Does this invalidate the result at zero bias? How does the model compare with a real source or drain contact?

**Answer.** The field alone does not decide the matter. A carrier that falls through the whole bending from rest gains 0.50 eV, less than the 1.12 eV gap, and so cannot create an electron-hole pair. Nor do the bands overlap in energy: the valence-band top at the metal lies \(1.12-0.50=0.62\ \mathrm{eV}\) below the bulk conduction edge. There is no path for band-to-band tunnelling at constant energy. The 1.12 eV gap is that of lightly doped silicon; at this doping it narrows by roughly 0.1 eV, which shrinks these margins without removing them. A large reverse bias would change both conclusions.

A doping near \(10^{20}\ \mathrm{cm^{-3}}\) and a barrier of a few tenths of an electronvolt are in the regime of silicide contacts to n-type transistor sources and drains. In such contacts not every dopant atom need be electrically active. If \(10^{20}\ \mathrm{cm^{-3}}\) were the chemical doping and half of it were active, the width at the same bending would be \(\sqrt2\times2.54=3.6\ \mathrm{nm}\). This is a larger shift than the carrier correction or the random-donor spread found above.

The local electron density of part (c) is also uncertain on this scale. For the light mass, the bulk wavelength at the Fermi energy, \(2\pi\hbar/\sqrt{2m\zeta}\), is about 11 nm, longer than the layer. Quantum corrections to the charge profile, metal states reaching into the silicon, and the atomic-scale dielectric response have not been calculated. Within the continuum depletion model the answer is 2.54 nm; for a real contact, "about 2.5 nm" is a length scale that depends on the active doping and the actual bending. The computed values are collected in the numerical output.

## Numbers as computed

```
Donor density: 1.0e+20 cm^-3
Donor density converted: 1.0e+26 m^-3
Band bending: 0.50 eV
Relative permittivity: 11.7
Permittivity: 1.0359e-10 F/m
Elementary charge: 1.6022e-19 C
Donor charge density qN: 1.6022e+07 C/m^3
Twice permittivity times bending: 1.0359e-10 C/m
Width squared: 6.4658e-18 m^2
Depletion width: 2.543 nm
Depletion width converted: 2.543e-07 cm
Box-charge integration width: 2.543 nm
Peak field: 3.93 MV/cm
Depleted donors per area: 2.543e+13 cm^-2
Temperature: 300 K
Thermal voltage: 0.0259 V
Longitudinal mass / electron mass: 0.92
Transverse mass / electron mass: 0.19
Conduction density of states: 2.744e+19 cm^-3
Bulk reduced Fermi level eta: 2.522
Bulk Fermi level above band edge: 0.0652 eV
Degenerate carrier correction delta: 0.0415 V
Width with nondegenerate correction: 2.476 nm
Charge-equivalent width, formula: 2.435 nm
Charge-equivalent width, full Poisson: 2.435 nm
Depth where electrons reach half doping: 2.301 nm
Electron/donor ratio at depletion width: 0.638
Higher temperature: 400 K
Carrier correction at higher temperature: 0.0483 V
Charge width at higher temperature: 2.417 nm
Donor spacing N^(-1/3): 2.154 nm
Side of square patch: 20 nm
Mean donors in patch layer: 101.7
Width spread, formula: 5.72 %
Width spread, random donors: 5.76 %
Image lowering, constant field: 0.220 eV
Image lowering, full barrier: 0.214 eV
Depth of image-lowered peak: 0.298 nm
Barrier above Fermi level, no image: 0.435 eV
Barrier thickness at Fermi level: 1.625 nm
Assumed metal Fermi energy: 5.0 eV
WKB action, light mass: 1.433
WKB transmission, light mass: 5.69e-02
Schrodinger transmission, light mass: 6.82e-02
Image-barrier transmission, light mass: 1.11e-01
WKB action, heavy mass: 3.153
WKB transmission, heavy mass: 1.82e-03
Schrodinger transmission, heavy mass: 2.20e-03
Image-barrier transmission, heavy mass: 1.03e-02
Band gap: 1.12 eV
Band gap minus bending: 0.62 eV
```
